# Pasternack's inversion of radial moments for hydrogenic states

## Result

For a bound hydrogenic state with quantum numbers \(n,l\) and nuclear charge \(Z\), and for every integer \(k\) with \(0\le k\le 2l\),

\[
\langle r^{k-1}\rangle = F_k\,\langle r^{-k-2}\rangle ,\qquad
F_k=\left(\frac{n}{2Z}\right)^{2k+1}\frac{(2l+1+k)!}{(2l-k)!}.
\tag{1}
\]

Atomic units are used, so lengths are in bohr. The model is one nonrelativistic electron in the potential \(-Z/r\) of a fixed point nucleus. The normalized bound state has the real reduced radial function \(u(r)\), with \(\int_0^\infty u^2dr=1\) and \(\langle r^s\rangle=\int_0^\infty r^s u^2dr\).

The quotient of factorials is a product of \(2k+1\) consecutive integers, so the factor can be computed without large factorials:

\[
F_k=\prod_{j=-k}^{k}\frac{n(2l+1+j)}{2Z}.
\tag{2}
\]

Code must reject \(k>2l\). At \(k=2l+1\) the product (2) contains a zero, while the moment it multiplies is infinite, as shown below.

With \(\rho=2Zr/n\), equation (1) reads \(\langle\rho^{k-1}\rangle=\frac{(2l+1+k)!}{(2l-k)!}\langle\rho^{-k-2}\rangle\). Apart from the length scale, the ratio of the two moments depends on \(l\) and \(k\) but not on \(n\). For \(k\ge2\) it ties an average weighted towards large distances to one weighted towards the nucleus; for \(k=0\) both moments are inverse powers, and for \(k=1\) the left side is the normalization integral.

The proof shows that both families of moments obey the same recursion once \(F_k\) is included, and that they share a starting value.

## The radial function

With \(E=-Z^2/(2n^2)\), the radial equation is

\[
u''=Wu,\qquad W=\frac{l(l+1)}{r^2}-\frac{2Z}{r}+\kappa^2,\qquad \kappa=\frac Zn .
\tag{3}
\]

Write \(u\propto r^{l+1}e^{-\kappa r}w(r)\). Differentiating twice gives

\[
w''+2\left(\frac{l+1}{r}-\kappa\right)w'+\left[\frac{l(l+1)}{r^2}-\frac{2\kappa(l+1)}{r}+\kappa^2\right]w=Ww .
\]

The terms in \(1/r^2\) and \(\kappa^2\) cancel. Multiplying by \(r\) leaves

\[
r w''+2(l+1-\kappa r)w'+2[Z-\kappa(l+1)]w=0 .
\]

Insert \(w=\sum_j c_jr^j\) with \(c_0=1\), and collect the power \(r^j\). The coefficient of \(c_{j+1}\) is \(j(j+1)+2(l+1)(j+1)=(j+1)(j+2l+2)\), so

\[
c_{j+1}=\frac{2[\kappa(j+l+1)-Z]}{(j+1)(j+2l+2)}\,c_j .
\tag{4}
\]

The series ends at \(j=N=n-l-1\), because \(\kappa(N+l+1)=Z\). Nothing in this construction requires \(l\) to be an integer. For real \(\lambda\ge0\) in place of \(l\), the same \(N\) gives a decaying solution with \(n_\lambda=N+\lambda+1\), a fact needed for the starting value.

Near the origin \(u^2=C^2r^{2l+2}[1+O(r)]\) with \(C\neq0\). Hence \(\langle r^s\rangle\) is finite if and only if \(s>-2l-3\). For \(s=-k-2\) this means \(k<2l+1\), which is the upper limit in (1).

## Recursion for the moments

Let \(P=u^2\). Then \(P'=2uu'\) and \(P''=2u'^2+2WP\). Since \((2u'^2)'=4u'u''=4Wuu'=2WP'\), one more derivative gives

\[
P'''=4WP'+2W'P .
\tag{5}
\]

Multiply by \(r^q\), with \(q=s+1\), and integrate by parts over \(0<r<\infty\). The left side becomes

\[
\int r^qP'''dr=\Big[r^qP''-q r^{q-1}P'+q(q-1)r^{q-2}P\Big]-q(q-1)(q-2)\int r^{q-3}P\,dr ,
\tag{6}
\]

and the right side becomes

\[
\int r^q(4WP'+2W'P)dr=\Big[4r^qWP\Big]-\int\left(4q r^{q-1}W+2r^qW'\right)P\,dr .
\tag{7}
\]

At infinity the brackets vanish exponentially. At the origin their leading terms scale as \(r^{2l+q}=r^{2l+1+s}\), so they vanish for \(s>-2l-1\). Under the same condition all the integrals converge.

Now insert \(W\) and \(W'=-2l(l+1)/r^3+2Z/r^2\):

\[
4q r^{q-1}W+2r^qW'=4(q-1)l(l+1)r^{q-3}-4Z(2q-1)r^{q-2}+4q\kappa^2r^{q-1}.
\]

Equating (6) and (7) without their brackets, and moving everything to one side, gives

\[
4q\kappa^2\langle r^{q-1}\rangle-4Z(2q-1)\langle r^{q-2}\rangle+(q-1)\left[4l(l+1)-q(q-2)\right]\langle r^{q-3}\rangle=0 .
\]

Put \(q=s+1\). Then \(q(q-2)=s^2-1\) and \(4l(l+1)+1=(2l+1)^2\). Division by \(4Z^2\) yields the Kramers relation, valid for \(s>-2l-1\):

\[
\frac{s+1}{n^2}\langle r^s\rangle-\frac{2s+1}{Z}\langle r^{s-1}\rangle+\frac{s[(2l+1)^2-s^2]}{4Z^2}\langle r^{s-2}\rangle=0 .
\tag{8}
\]

### What happens at the edge

At \(s=-2l-1\) the last coefficient in (8) is zero, which may suggest a two-term relation with zero on the right. That relation is false, because the boundary terms stay finite. Use a lower cutoff \(\varepsilon\) in the integrals. The cut-off integral of \(r^{s-2}P\) has coefficient zero before the limit is taken, so its divergence does no harm. With \(q=-2l\), the bracket in (6) tends to

\[
-C^2\left[(2l+2)(2l+1)+2l(2l+2)+2l(2l+1)\right]=-(12l^2+12l+2)C^2 ,
\]

and the bracket in (7) tends to \(-4l(l+1)C^2\). Their difference is \(-(8l^2+8l+2)C^2=-2(2l+1)^2C^2\). Moving it to the right and dividing by \(4Z^2\) gives

\[
-\frac{2l}{n^2}\langle r^{-2l-1}\rangle+\frac{4l+1}{Z}\langle r^{-2l-2}\rangle=\frac{(2l+1)^2C^2}{2Z^2}.
\tag{9}
\]

The proof of (1) does not use this edge case.

## The two sequences

Define \(A_k=\langle r^{k-1}\rangle\) and \(B_k=\langle r^{-k-2}\rangle\), and let \(0\le k\le 2l-1\). For \(l=0\) this range is empty and the starting value alone proves the result.

Setting \(s=k\) in (8) gives

\[
\frac{k+1}{n^2}A_{k+1}-\frac{2k+1}{Z}A_k+\frac{k[(2l+1)^2-k^2]}{4Z^2}A_{k-1}=0 .
\tag{10}
\]

Setting \(s=-k-1\) is allowed because then \(s\ge-2l\). The coefficients become \(s+1=-k\) and \(2s+1=-(2k+1)\), and the moments are \(\langle r^{-k-1}\rangle=B_{k-1}\), \(\langle r^{-k-2}\rangle=B_k\) and \(\langle r^{-k-3}\rangle=B_{k+1}\). After an overall change of sign,

\[
\frac{(k+1)[(2l+1)^2-(k+1)^2]}{4Z^2}B_{k+1}-\frac{2k+1}{Z}B_k+\frac{k}{n^2}B_{k-1}=0 .
\tag{11}
\]

At \(k=0\) the terms with index \(k-1\) have coefficient zero.

Now let \(T_k=F_kB_k\). From (1),

\[
\frac{F_{k+1}}{F_k}=\left(\frac{n}{2Z}\right)^2(2l+2+k)(2l-k)
=\frac{n^2}{4Z^2}\left[(2l+1)^2-(k+1)^2\right].
\tag{12}
\]

The last step is a difference of squares: \(2l+2+k=(2l+1)+(k+1)\) and \(2l-k=(2l+1)-(k+1)\).

Multiply (11) by \(F_k\). By (12), its first term becomes

\[
\frac{k+1}{4Z^2}\left[(2l+1)^2-(k+1)^2\right]F_kB_{k+1}
=\frac{k+1}{n^2}F_{k+1}B_{k+1}=\frac{k+1}{n^2}T_{k+1}.
\]

For \(k\ge1\), equation (12) with \(k\) lowered by one gives \(F_k=\frac{n^2}{4Z^2}[(2l+1)^2-k^2]F_{k-1}\). The last term therefore becomes

\[
\frac{k}{n^2}F_kB_{k-1}=\frac{k[(2l+1)^2-k^2]}{4Z^2}T_{k-1}.
\]

The result is (10) with \(A\) replaced by \(T\). Since the recursion at \(k=0\) contains only the members 0 and 1, one starting value determines each sequence up to index \(2l\). It remains to prove \(T_0=A_0\).

## The starting value

Equation (8) at \(s=0\) gives \(1/n^2-\langle r^{-1}\rangle/Z=0\), so

\[
A_0=\langle r^{-1}\rangle=\frac{Z}{n^2}.
\tag{13}
\]

The homogeneous relation (8) does not by itself fix \(\langle r^{-2}\rangle\). That moment follows from comparing two centrifugal barriers. Let \(v\) be the solution for real \(\lambda=l+\delta\), with \(0<\delta\le1\) and the same \(N\). Its energy is \(E_\lambda=-Z^2/[2(n+\delta)^2]\). The two radial equations give

\[
(uv'-vu')'=uv''-vu''=\left[\frac{\lambda(\lambda+1)-l(l+1)}{r^2}-2(E_\lambda-E_l)\right]uv .
\]

The function \(uv'-vu'\) vanishes at infinity, and at the origin it is at most of order \(r^{l+\lambda+1}\). Integration therefore gives

\[
\frac12[\lambda(\lambda+1)-l(l+1)]\int_0^\infty\frac{uv}{r^2}dr=(E_\lambda-E_l)\int_0^\infty uv\,dr .
\tag{14}
\]

The barrier difference is \(\lambda(\lambda+1)-l(l+1)=\delta(2l+1+\delta)\), and

\[
E_\lambda-E_l=\frac{Z^2}{2}\left[\frac1{n^2}-\frac1{(n+\delta)^2}\right]=\frac{Z^2\,\delta(2n+\delta)}{2n^2(n+\delta)^2}.
\]

Cancelling \(\delta/2\) leaves

\[
\frac{\int uv\,r^{-2}dr}{\int uv\,dr}=\frac{Z^2(2n+\delta)}{n^2(n+\delta)^2(2l+1+\delta)} ,
\tag{15}
\]

provided the overlap in the denominator is nonzero, which holds for small \(\delta\) by the following limit.

Normalize \(v\) by \(c_0=1\). As \(\delta\to0\), the coefficients (4) and the decay constant vary continuously, so \(v\) tends pointwise to a nonzero multiple of \(u\). For \(0<\delta\le1\) the coefficients are bounded, the decay constant is at least \(Z/(n+1)\), and \(r^{\lambda+1}\le r^{l+1}+r^{l+2}\). Thus \(|v|\) lies below a fixed function of the form \(r^{l+1}\times\text{polynomial}\times e^{-Zr/(n+1)}\). Multiplied by \(|u|\) or by \(|u|/r^2\), this bound is integrable, also for \(l=0\). The limit may therefore be taken under the integrals:

\[
B_0=\langle r^{-2}\rangle=\frac{2Z^2}{n^3(2l+1)} .
\tag{16}
\]

Since \(F_0=n(2l+1)/(2Z)\),

\[
T_0=F_0B_0=\frac{n(2l+1)}{2Z}\,\frac{2Z^2}{n^3(2l+1)}=\frac{Z}{n^2}=A_0 .
\]

Induction with (10) gives \(T_k=A_k\) for \(0\le k\le2l\), which is (1).

## Special cases and limits

**Inverse cube.** For \(l\ge1\) and \(k=1\), the left side of (1) is the normalization integral. Hence

\[
\langle r^{-3}\rangle=\frac1{F_1}=\frac{8Z^3}{n^3\,(2l)(2l+1)(2l+2)} .
\]

**Nodeless states.** For \(l=n-1\), \(u^2\) is proportional to \(\rho^{2n}e^{-\rho}\), so \(\langle\rho^s\rangle=(2n+s)!/(2n)!\). The ratio of the moments with \(s=k-1\) and \(s=-k-2\) is \((2n+k-1)!/(2n-k-2)!\). With \(n=l+1\) this is \((2l+1+k)!/(2l-k)!\), which confirms (1) directly.

**Large \(n\) at fixed \(l\) and \(k\).** Write \(A_k=n^{2k-2}a_k\). Equation (10) becomes

\[
(k+1)a_{k+1}=\frac{2k+1}{Z}a_k-\frac{k[(2l+1)^2-k^2]}{4Z^2n^2}a_{k-1},\qquad a_0=Z .
\]

As \(n\to\infty\) the last term drops out and every \(a_k\) tends to a positive constant. Hence \(\langle r^{k-1}\rangle\) scales as \(n^{2k-2}\). Because \(F_k\) scales as \(n^{2k+1}\), all the inverse moments \(\langle r^{-k-2}\rangle\) in the range of (1) scale as \(n^{-3}\): the orbit grows, while the weight near the nucleus falls with this common power.

**Where the result fails.** The Coulomb form of \(W\) enters both (8) and (16), so the proof does not carry over to a screened potential or a finite nucleus. At \(k=2l+1\) the inverse moment diverges logarithmically. With a lower cutoff, it grows by \(C^2\ln10\) for each decade by which a small cutoff is reduced.

## Implementation and worked example

For the positive moments, start from \(A_0=Z/n^2\) and \(A_1=1\), and solve (10) for its highest member:

\[
A_{k+1}=\frac{n^2}{k+1}\left[\frac{2k+1}{Z}A_k-\frac{k[(2l+1)^2-k^2]}{4Z^2}A_{k-1}\right].
\tag{17}
\]

Then \(B_k=A_k/F_k\). For integer \(Z\), rational arithmetic avoids rounding in the subtraction. In double precision \(F_k\) itself overflows for large \(l\) and \(k\): for \(Z=1\), \(n=40\), \(l=39\), \(k=78\) it is about \(2\times10^{482}\). In such cases divide \(A_k\) by the factors of (2) one at a time, or work with logarithms.

Take the 5d state of He⁺, with \(Z=2\), \(n=5\), \(l=2\). Then \(A_0=2/25=0.08\) bohr⁻¹, and (17) gives

\[
\begin{aligned}
\langle r\rangle&=\tfrac{25}{2}\left[\tfrac32(1)-\tfrac{24}{16}(0.08)\right]=17.25\ \text{bohr},\\
\langle r^2\rangle&=\tfrac{25}{3}\left[\tfrac52(17.25)-\tfrac{2\cdot21}{16}(1)\right]=337.5\ \text{bohr}^2,\\
\langle r^3\rangle&=\tfrac{25}{4}\left[\tfrac72(337.5)-\tfrac{3\cdot16}{16}(17.25)\right]=7059.375\ \text{bohr}^3 .
\end{aligned}
\]

The length scale is \(n/(2Z)=5/4\) bohr. Division by the factors gives the inverse moments:

- \(k=0\): \(F_0=\frac54\cdot5=6.25\) bohr, so \(\langle r^{-2}\rangle=0.08/6.25=0.0128\) bohr⁻².
- \(k=1\): \(F_1=(\frac54)^3\,6!/3!=234.375\) bohr³, so \(\langle r^{-3}\rangle=1/234.375=0.0042667\) bohr⁻³.
- \(k=2\): \(F_2=(\frac54)^5\,7!/2!=7690.43\) bohr⁵, so \(\langle r^{-4}\rangle=17.25/7690.43=0.0022430\) bohr⁻⁴.
- \(k=3\): \(F_3=(\frac54)^7\,8!/1!=192260.7\) bohr⁷, so \(\langle r^{-5}\rangle=337.5/192260.7=0.0017554\) bohr⁻⁵.
- \(k=4\): \(F_4=(\frac54)^9\,9!/0!=2703667\) bohr⁹, so \(\langle r^{-6}\rangle=7059.375/2703667=0.0026110\) bohr⁻⁶.

In ångström units the last pair is \(\langle r^3\rangle\approx1.05\times10^3\) Å³ and \(\langle r^{-6}\rangle\approx0.119\) Å⁻⁶. These are values of the nonrelativistic fixed-nucleus model, not of the real ion. Replacing the electron mass by the reduced mass for ⁴He⁺ changes \(\langle r^3\rangle\) by about \(+4\times10^{-4}\) and \(\langle r^{-6}\rangle\) by about \(-8\times10^{-4}\) in relative terms. High inverse moments are also sensitive to relativity: in the Dirac \(5d_{3/2}\) state the reduced radial components behave as \(r^{\gamma}\) near a point nucleus, with \(\gamma\) slightly below 2, so there \(\langle r^{-6}\rangle\) diverges, and \(\langle r^{-5}\rangle\) diverges as well, though very slowly. In the \(5d_{5/2}\) state \(\gamma\) is slightly below 3, all the moments listed above stay finite, and \(\langle r^{-6}\rangle\) changes by only about \(+2\times10^{-4}\) in relative terms.

The edge relation (9) can be checked with the same values. Its left side is \(-\frac4{25}(0.0017554)+\frac92(0.0026110)=0.011469\) bohr⁻⁵. With \(C^2=0.0036700\) bohr⁻⁷, its right side is \(25C^2/8=0.011469\) bohr⁻⁵. Code that sets the right side to zero here would return a wrong \(\langle r^{-6}\rangle\).

The numerical check compares (1) with exact integrals for 420 combinations of state and \(k\). For the 5d state it also obtains the moments by diagonalizing the radial Hamiltonian, without using the series (4). The largest relative deviation of their ratios from \(F_k\) is \(2.4\times10^{-12}\).

## Computed results

```
exact (state, k) pairs tested: 420
example: Z = 2, n = 5, l = 2, nodes N = 2
kappa = 2/5 = 0.4000 bohr^-1
series coefficient c_0 = 1 = 1.00000000 bohr^-0
series coefficient c_1 = -4/15 = -0.26666667 bohr^-1
series coefficient c_2 = 8/525 = 0.01523810 bohr^-2
norm integral of unnormalized u^2 = 272.47838 bohr^7
C^2 = 0.003670016 bohr^-7
k=0: <r^-1> = 2/25 = 0.08 bohr^-1
k=0: <r^-2> = 8/625 = 0.0128 bohr^-2
k=0: factor = 25/4 = 6.25 bohr^1
k=1: <r^0> = 1 = 1 bohr^0
k=1: <r^-3> = 8/1875 = 0.0042666667 bohr^-3
k=1: factor = 1875/8 = 234.375 bohr^3
k=2: <r^1> = 69/4 = 17.25 bohr^1
k=2: <r^-4> = 736/328125 = 0.0022430476 bohr^-4
k=2: factor = 984375/128 = 7690.4297 bohr^5
k=3: <r^2> = 675/2 = 337.5 bohr^2
k=3: <r^-5> = 192/109375 = 0.0017554286 bohr^-5
k=3: factor = 24609375/128 = 192260.74 bohr^7
k=4: <r^3> = 56475/8 = 7059.375 bohr^3
k=4: <r^-6> = 64256/24609375 = 0.0026110375 bohr^-6
k=4: factor = 5537109375/2048 = 2703666.7 bohr^9
Kramers terms, s=1, bohr^1: 1.38, -1.5, 0.12 ; sum 0
Kramers terms, s=-2, bohr^-2: -0.000512, 0.0064, -0.005888 ; sum 0
overlap quotient, lambda-l=0.1: 0.01218234 bohr^-2
overlap quotient, lambda-l=0.01: 0.01273623 bohr^-2
its limit <r^-2> = 0.01280000 bohr^-2
boundary term at s=-5: 0.0114688 bohr^-5
growth of <r^-7> per decade of cutoff: 0.0084501 bohr^-7
C^2 ln 10 = 0.0084505 bohr^-7
diagonalization: basis size 20, exponent 0.5 bohr^-1
diagonalization: energy = -0.08000000 hartree
diagonalization: <r^3> = 7059.375 bohr^3
diagonalization: <r^-6> = 0.002611037 bohr^-6
largest relative deviation from inversion: 2.4e-12
1 bohr = 0.52917721 angstrom
<r^3> = 1046.09 angstrom^3
<r^-6> = 0.118907 angstrom^-6
```
